# Correlated number and mobility noise from oxide traps in a MOSFET

**Q.** You say that one electron caught in the gate oxide disturbs the drain current in two ways at once. A trap is a point and a transistor is a large plate. Why should a formula for the whole device apply?

**A.** Take an n-channel device in strong inversion with a small drain bias $V_d$, so that its sheet conductivity $\sigma$ is uniform over length $L$ and width $W$. With the contact potentials fixed, Joule heating gives $GV_d^2=\int\sigma|\nabla\phi|^2d^2r$. Vary $\sigma$:

$$V_d^2\,\delta G=\int\delta\sigma|\nabla\phi|^2d^2r+2\int\sigma\nabla\phi\cdot\nabla\delta\phi\,d^2r .$$

Integrate the last term by parts. It vanishes because $\delta\phi=0$ on the contacts, no current crosses the sides, and $\nabla\cdot(\sigma\nabla\phi)=0$ inside. With $|\nabla\phi|=V_d/L$ and $G=\sigma W/L$,

$$\frac{\delta G}{G}=\frac1A\int\frac{\delta\sigma}{\sigma}\,d^2r,\qquad A=WL .$$

Only the area integral of the disturbance matters. Far from the edges that integral doesn't depend on the trap's lateral position, so one electron acts like a uniform sheet of charge $\delta Q=e/A$.

**Q.** That is first order. Near the trap the disturbance may be strong.

**A.** Then the result fails. In a resistor network, a smooth spot 1% deep at its centre gave 1.00 times the first-order change, but a small, fully blocked disc gave 2.08 times. For the transistor treated below, the estimated density change next to the trap is 55% of the mean at a gate voltage of 0.8 V and 19% at 2.4 V. The low-bias end is therefore marginal, and I make no claim for weak inversion.

**Q.** Start with the carrier number. What does the sheet do?

**A.** Let $\delta Q>0$ be the magnitude of the added negative charge, at depth $x$ from the silicon in an oxide of thickness $t$ and permittivity $\varepsilon_o$. If the silicon holds charge of magnitude $Q_s$, Gauss's law gives an oxide field $Q_s/\varepsilon_o$ between silicon and sheet, and $(Q_s+\delta Q)/\varepsilon_o$ between sheet and gate. The oxide voltage is

$$\frac{Q_sx+(Q_s+\delta Q)(t-x)}{\varepsilon_o}=\frac{Q_s}{C_{ox}}+\frac{w\,\delta Q}{C_{ox}},\qquad C_{ox}=\frac{\varepsilon_o}{t},\quad w=1-\frac xt .$$

The silicon responds as if the gate voltage had fallen by $w\,\delta Q/C_{ox}$. The current changes by $-g_mw\,\delta Q/C_{ox}$, where $g_m=\partial I_d/\partial V_g$. This $g_m$ includes the fall of mobility with vertical field, since that field shifts too.

**Q.** If $g_m$ already contains the mobility, isn't a separate mobility term double counting?

**A.** No. $g_m$ describes a change of gate voltage with the scatterers left alone. Charging a trap also adds or removes a scatterer. Define $\alpha$ as the rise of $1/\mu$ per unit of charged-trap density times $e$. An acceptor is charged when filled, a donor when empty, so filling gives

$$\delta(1/\mu)=s\alpha\,\delta Q,\qquad s=+1\ \text{(acceptor)},\quad s=-1\ \text{(donor)} .$$

Since $\delta\mu=-\mu^2\delta(1/\mu)$ and $I_d\propto\mu$, the extra current change is $-s\alpha\mu I_d\,\delta Q$. Altogether

$$\delta I_d=-g_m\frac{\delta Q}{C_{ox}}\left[w+s\alpha\mu C_{ox}\frac{I_d}{g_m}\right].$$

With $\delta Q=e/A$, the step referred to the gate has magnitude

$$\frac{|\Delta I_d|}{g_m}=\frac{e}{AC_{ox}}\left|w+s\alpha\mu C_{ox}\frac{I_d}{g_m}\right| .$$

The two parts share one occupancy, so their amplitudes add before squaring. For an acceptor they reinforce each other; for a donor they oppose.

**Q.** So far $\alpha$ is a name. Can you calculate it?

**A.** Yes, in a model with electrons in one subband, placed on a plane at depth $z_0$ in silicon of permittivity $\varepsilon_s$. Put $z=0$ at the interface and the gate at $z=-t$. For lateral wavevector $q$, Poisson's equation away from charge is $\phi''=q^2\phi$.

It is easiest to put a unit charge on the electron plane and find the potential at the trap; the Green function is symmetric, so the reverse is the same. Between interface and plane,

$$\phi=\frac{1}{2\varepsilon_sq}\left[e^{q(z-z_0)}+r\,e^{-q(z+z_0)}\right],$$

and in the oxide $\phi=C\sinh q(t+z)/\sinh qt$, which vanishes at the gate. Write $K=\varepsilon_o\coth qt$. Continuity of $\phi$ and of $\varepsilon\phi'$ at $z=0$ gives

$$C=\frac{e^{-qz_0}(1+r)}{2\varepsilon_sq},\quad \varepsilon_s(1-r)=K(1+r)\ \Rightarrow\ r=\frac{\varepsilon_s-K}{\varepsilon_s+K},\quad C=\frac{e^{-qz_0}}{q(\varepsilon_s+K)} .$$

At the trap, $z=-x$, the potential is

$$F(q)=\frac{e^{-qz_0}\sinh q(t-x)}{q\,(\varepsilon_s\sinh qt+\varepsilon_o\cosh qt)},$$

and on the electron plane it is $g(q)=(1+re^{-2qz_0})/(2\varepsilon_sq)$. As $q\to0$, $F\to(t-x)/\varepsilon_o=w/C_{ox}$. This is the gate-voltage shift found above: the uniform part of the trap potential changes the number, and its finite-$q$ part scatters.

**Q.** The electrons will screen it.

**A.** For a potential energy $U$ that varies slowly over an electron wavelength they respond by $\delta n=-\chi U$, with $\chi=\partial n/\partial E_F$. I use this at every $q$, which overstates the screening at large $q$; a $q$-dependent response at 300 K would raise the values of $\alpha$ below by 10 to 15%. Their own contribution to the energy is $e^2g\,\delta n$. Hence $U=e^2F-e^2g\chi U$, or

$$U(q)=\frac{e^2F(q)}{1+e^2\chi g(q)},\qquad \chi=D\left(1-e^{-n/DkT}\right).$$

The second formula follows from $n=DkT\ln(1+e^{E_F/kT})$, with $E_F$ measured from the subband edge. Here $D=2m/\pi\hbar^2$ counts two spins and two valleys, and $m$ is the mass along the channel.

For $N$ charged traps per area the golden rule, with $d^2k'=(m/\hbar^2)dE'd\theta$, gives

$$\frac1\tau=N\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}U^2(1-\cos\theta)\,\delta(E-E')=\frac{Nm}{\pi\hbar^3}\int_0^\pi U^2(1-\cos\theta)\,d\theta,$$

where $q=2k\sin(\theta/2)$. The golden rule is the lowest order in $U$, so it gives an attractive and a repulsive trap the same rate. In the example below, the estimated potential energy next to the trap is $0.66\,kT$ at a gate voltage of 0.8 V and $0.43\,kT$ at 2.4 V. That is not very small, so $\alpha$ is approximate and differs between donors and acceptors. Phase shifts in the same screened potential change it by about −6% for a repulsive trap and −25% for an attractive one at 0.8 V, and by about +4% and −8% at 2.4 V.

Let the other scattering have an energy-independent time $\tau_b$. To first order the total time is $\tau_b-\tau_b^2/\tau$. The mobility is $e/m$ times its average with weight $E(-\partial f/\partial E)$, where $f$ is the Fermi function. Therefore

$$\frac1\mu=\frac me\left(\frac1{\tau_b}+\left\langle\frac1\tau\right\rangle\right),\qquad \alpha=\frac{m}{e^2N}\left\langle\frac1\tau\right\rangle .$$

**Q.** Give me a case I can do by hand.

**A.** Put trap and electrons at the interface, with a remote gate and no screening. Then $U=e^2/(2\bar\varepsilon q)$, with $\bar\varepsilon=(\varepsilon_s+\varepsilon_o)/2$. Since $1-\cos\theta=q^2/2k^2$, the integrand is the constant $e^4/(8\bar\varepsilon^2k^2)$. Using $k^2=2mE/\hbar^2$,

$$\frac{1}{N\tau}=\frac{me^4}{8\bar\varepsilon^2\hbar^3k^2}=\frac{e^4}{16\bar\varepsilon^2\hbar E} .$$

For a dilute gas $\langle1/E\rangle=\int e^{-E/kT}dE\big/\int Ee^{-E/kT}dE=1/kT$, so

$$\alpha_{bare}=\frac{me^2}{16\bar\varepsilon^2\hbar kT}=1.33\times10^5\ \text{V s/C}$$

for silicon under its oxide at 300 K. This is the golden-rule value, and a bare charge is not a weak scatterer at thermal energy: the exact two-dimensional Coulomb phase shifts give about $2.9\times10^4$ V s/C. Distance and screening reduce $\alpha$ strongly and bring the golden rule closer to validity.

**Q.** A step is not yet a noise spectrum.

**A.** Let the trap be filled with probability $p$, with capture time $\tau_c$ and emission time $\tau_e$. Its occupancy relaxes at rate $1/\tau=1/\tau_c+1/\tau_e$, so its covariance is $p(1-p)e^{-|t'|/\tau}$ at time lag $t'$. The one-sided spectrum is

$$S_N=4\int_0^\infty p(1-p)e^{-t'/\tau}\cos\omega t'\,dt'=\frac{4p(1-p)\tau}{1+\omega^2\tau^2},\qquad\omega=2\pi f .$$

For one trap $p$ and $\tau$ depend on gate voltage. The step height then follows the law above, but the noise power at a fixed frequency also carries $S_N$.

**Q.** And for many traps?

**A.** Assume independent traps with density $N_t$ per volume and energy, uniform in both, and tunnelling capture, $\tau_c=\tau_0e^{x/\lambda}$. The decay of the electron density under a barrier $\Phi$ gives $\lambda=\hbar/(2\sqrt{2m_o\Phi})$, with $m_o$ the oxide mass. Since $p=\tau_e/(\tau_c+\tau_e)$, we have $\tau=p\tau_c$.

The Fermi function gives $p(1-p)\,dE=kT\,|dp|$. At fixed $p$ put $y=\ln\omega\tau=\ln\omega\tau_0+x/\lambda+\ln p$, so $dx=\lambda\,dy$. If the oxide holds a wide range of times around $1/\omega$,

$$\int\frac{4\tau\,dx}{1+\omega^2\tau^2}=\frac{4\lambda}{\omega}\int_{-\infty}^{\infty}\frac{e^y\,dy}{1+e^{2y}}=\frac{4\lambda}{\omega}\,\frac\pi2=\frac\lambda f .$$

The weight in $y$ is even, so $\langle y\rangle=0$, and $\int_0^1\ln p\,dp=-1$. The mean depth probed is thus

$$x_f=\lambda\left[\ln\frac1{\omega\tau_0}+1\right].$$

The variances of $y$ and $\ln p$ are $\pi^2/4$ and 1, which adds $(\lambda/t)^2(\pi^2/4+1)$ to $w^2$. In the example this is 0.001 against 0.435, and I drop it. Each trap contributes $(ew/AC_{ox})^2S_N$ to the number part, and there are $AN_t\,dx\,dE$ of them:

$$S_{Vfb}=\frac{e^2kT\lambda N_t}{AC_{ox}^2f}\,w^2,\qquad w=1-\frac{x_f}{t} .$$

If all traps are of one kind, the gate-referred noise $S_{Vg}=S_{Id}/g_m^2$ obeys

$$\sqrt{S_{Vg}}=\sqrt{S_{Vfb}}\left|1+s\Omega\frac{I_d}{g_m}\right|,\qquad\Omega=\frac{\alpha\mu C_{ox}}{w} .$$

**Q.** So I plot $\sqrt{S_{Vg}}$ against $I_d/g_m$, and the slope over the intercept is $\Omega$.

**A.** For acceptors that is right if $\alpha\mu$ and $S_{Vfb}$ both stay constant over the plot. Let us see what happens when $\alpha\mu$ doesn't. Take a 5 nm oxide with $C_{ox}=0.691$ µF/cm², at 300 K, with $N_t=10^{17}$ eV⁻¹cm⁻³, $\Phi=3.1$ eV, $m_o=0.42$ electron masses and $\tau_0=10^{-10}$ s. The silicon is doped to $3\times10^{17}$ cm⁻³ and the flat-band voltage is −1 V. The mobility is modelled as $\mu=650/[1+(F_s/0.7)^{1.5}]$ cm²/Vs, where $F_s$, in MV/cm, is the depletion charge plus half the inversion charge, divided by $\varepsilon_s$. The electron plane $z_0$ is the mean depth of the lowest state in a triangular well of field $F_s$. The amount of inversion charge is computed classically; quantum confinement would lower $I_d/g_m$ by roughly 10 to 20%. Then $\lambda=0.0855$ nm. At 10 Hz, $x_f=0.0855\times(18.9+1)=1.70$ nm and $w=0.66$.

First, one acceptor at this depth in a gate of 0.50 × 0.25 µm. The number part is $we/(AC_{ox})=0.1225$ mV. At a gate voltage of 1.6 V the model gives $\mu=335$ cm²/Vs, $I_d/g_m=1.91$ V and $\alpha=261$ V s/C, hence $\Omega=0.092$ V⁻¹. The step is

$$0.1225\,(1+0.092\times1.91)=0.144\ \text{mV}.$$

With $g_m=13.3$ µS at $V_d=50$ mV, the current step is 1.91 nA out of 25.3 µA. A donor with the same $\alpha$ would give $0.1225\,(1-0.175)=0.101$ mV.

**Q.** Now the plot.

**A.** Use a 10 × 10 µm gate, where $\sqrt{S_{Vfb}}=0.228$ µV/√Hz. The third column holds $\alpha$ at its 1.6 V value; the last lets it follow the screening, the electron depth and the electron energies at each bias.

| $V_g$ (V) | $I_d/g_m$ (V) | $\alpha$ fixed (µV/√Hz) | $\alpha$ varying (µV/√Hz) |
|---|---|---|---|
| 0.8 | 0.45 | 0.240 | 0.276 |
| 1.2 | 1.04 | 0.253 | 0.270 |
| 1.6 | 1.91 | 0.267 | 0.267 |
| 2.0 | 3.15 | 0.285 | 0.267 |
| 2.4 | 4.95 | 0.307 | 0.268 |

With $\alpha$ fixed, a least-squares line misses no point by more than 1.4%. It looks convincing, yet it gives $\Omega=0.061$ V⁻¹. Converted with the mobility at 1.6 V, that means $\alpha=175$ V s/C, a third below the value put in. The cause is the mobility, the one factor of $\Omega$ that varies here: it falls from 446 to 256 cm²/Vs.

**Q.** The last column is flat. I would have concluded that there is no mobility noise.

**A.** And in this model you would have been wrong. Between 0.8 and 2.4 V, $\alpha$ falls from 1015 to 134 V s/C, a factor 7.6, and $\mu$ falls by 1.74, while $I_d/g_m$ rises by 11.1. The mobility term changes by $11.1/(7.6\times1.74)=0.84$: it stays near one fifth of the number term. The fitted line has $\Omega=-0.005$ V⁻¹, close enough to zero to hide the mobility term. Its sign means little: even in the large gate, the chance number of active traps scatters a measured $\Omega$ by about as much. The line's intercept, 0.273 µV/√Hz, is 20% above the true $\sqrt{S_{Vfb}}$, so a trap density taken from its square would be 43% too high.

**Q.** Could mixed trap types also mislead me?

**A.** Yes. With $Y=\Omega I_d/g_m$ and equal numbers of donors and acceptors of equal $\alpha$, the power is $\tfrac12[(1+Y)^2+(1-Y)^2]=1+Y^2$ times $S_{Vfb}$. The cross term is gone, and $\sqrt{S_{Vg}}$ is no longer linear in $Y$. At 2.4 V it is 0.86 of the all-acceptor value. The depth dependence of $\alpha$ matters less: integrating over depth raises the power at 2.4 V by 0.9% above the perfect square.

**Q.** What about the resistance of the contacts?

**A.** Let a constant, noiseless resistance $R$ be in series, so $I=V_dG/(1+RG)$. Both $\delta I$ and $g_m$ acquire the factor $1/(1+RG)^2$, and their ratio is unchanged. But

$$\frac{I}{g_m}=\frac{G}{dG/dV_g}\,(1+RG) .$$

The ordinate is right and the abscissa is stretched. For the small gate with $R=600$ Ω, the stretch at 2.4 V is 1.40.

**Q.** Would I see this trap noise at all?

**A.** Not directly at 10 Hz and 2.4 V. With $V_d=50$ mV, thermal noise power in the large device is 6.8 times the trap noise there. Referred to the gate it is $4kT(I_d/g_m)^2/(GV_d^2)$, and $G$ at 0.8 V is 0.32 of its value at 2.4 V, so with the tabulated $I_d/g_m$ and trap noise the ratio is about 0.16 at 0.8 V. At high gate voltage one can subtract the thermal floor, measure near or below 1 Hz, or raise $V_d$ as far as the linear range allows. The small gate has another limit: it holds on average 0.06 active traps per decade of time constant, against 51 in the large one. The smooth $1/f$ formula suits the large gate; the small one calls for the step law.

**Q.** How close is this to a real transistor?

**A.** The oxide, the short gate length and the voltages are roughly those of the quarter-micrometre silicon generation, and the trap density is a rough typical figure. The computed $\alpha$ is far from typical: values near $10^4$ V s/C are often used for electrons, as a rough figure. Held constant, that value would make $\Omega$ about 3.5 V⁻¹ and the factor at 1.6 V about 7.7 instead of 1.17. Traps nearer the interface have a larger $\alpha$, but in this model even a trap at the interface gives only about $1.6\times10^3$ V s/C at 1.6 V, so depth alone does not close the gap.

Real devices also break the ideal-gate assumption. Depletion in a gate doped to $10^{20}$ cm⁻³ adds 6.7% of the oxide thickness between trap and gate at 2.4 V, raising the number part by $0.067/0.66$, about 10%. The drain bias is 14.5% of $Q_i/C_{ox}$ at 0.8 V, with $Q_i$ the inversion charge, so uniformity is only fair there. The oxide field reaches 4.7 MV/cm. The estimated gate tunnelling noise is negligible, but the field also lowers the barrier in front of the traps, which a constant $\lambda$ ignores. With that included and $\tau_0$ held fixed, the number part of $\sqrt{S_{Vg}}$ would rise by about 3% between 0.8 and 2.4 V. If $\tau_0$ also fell in inverse proportion to the electron density, the number part would drop by about 2% instead.

The tunnelling law is itself a simplification. Capture in real oxides is often thermally activated, so a time constant need not fix a depth. The depth $x_f$, and the $w$ that follows from it, belong to the tunnelling model.

**Q.** And the single subband?

**A.** At 300 K higher subbands do hold electrons: a self-consistent solution of the Schrödinger and Poisson equations puts 64% of them in the lowest subband at the density of 0.8 V and 74% at that of 2.4 V. The plane is a simplification too. Giving the electrons a wavefunction of finite thickness with the same mean depth raises $\alpha$ by 40 to 60%, to about 410 V s/C at 1.6 V. A rough estimate with all subbands, no scattering between them and one common $\tau_b$ gives about 435 V s/C. In both cases the mobility term is near 0.3 of the number term instead of one fifth, and the last column of the table stays nearly flat. The values of $\alpha$ are thus estimates good to perhaps a factor of two. They also depend on the assumption of a constant $\tau_b$. If $\tau_b$ varied as $E^{-1/2}$, $\alpha$ at 1.6 V would be about 3.6 times as large, and the last column of the table would no longer be flat.

The step law can take $\alpha$ from any source, at the bias in question, but it assumes a uniform channel. Random dopants make a real channel uneven, so equal traps at different places give different steps, most of all at low gate voltage.

## Values computed for the example and the checks

```
T 300 K, oxide 5.0 nm, Cox 0.691 uF/cm2
doping 3.0e+17 cm-3, ni 1e+10 cm-3, Vfb -1.0 V
mobility: mu0 650 cm2/Vs, field 0.7 MV/cm, power 1.5
small gate 0.50 x 0.25 um; large gate 100 um2; Vd 50 mV
barrier 3.1 eV, oxide mass 0.42 me, tau0 1e-10 s
trap density 1e+17 /(eV cm3), frequency 10 Hz
tunnelling length lambda 0.0855 nm
probed depth x_f 1.701 nm, w 0.6598
depth-spread addition to w^2: 0.00101
bare alpha (unscreened, at interface) 1.333e+05 V s/C
alpha at Vg 1.6 V: 2.614e+02 V s/C
Vg(V) n(1e12/cm2) mu(cm2/Vs) Id/gm(V) z0(nm) alpha(V s/C)
0.8 1.486 445.7 0.4466 1.558 1.015e+03
1.2 3.075 386.2 1.0444 1.426 4.384e+02
1.6 4.711 335.0 1.9059 1.328 2.614e+02
2.0 6.370 291.9 3.1462 1.252 1.801e+02
2.4 8.042 256.1 4.9491 1.191 1.342e+02
Vg(V) step/gm(mV) rootS fixed alpha, rootS screened (uV/rtHz)
0.8 0.1483 0.2400 0.2757
1.2 0.1451 0.2527 0.2698
1.6 0.1439 0.2674 0.2674
2.0 0.1437 0.2848 0.2670
2.4 0.1443 0.3066 0.2681
number-only step 0.1225 mV
small gate, Vg 1.6 V: Id 25.285 uA, gm 13.267 uS
  acceptor current step 1.908 nA
root S_Vfb 0.2276 uV/rtHz
Omega at Vg 1.6 V: 0.0917 1/V
line, fixed alpha: intercept 0.2369 uV/rtHz, Omega 0.0614 1/V
  apparent alpha 1.751e+02 V s/C, worst misfit 1.40 %
line, screened alpha: intercept 0.2726 uV/rtHz, Omega -0.0048 1/V
  apparent alpha -1.356e+01 V s/C, worst misfit 1.35 %
network: weak spot/first order 1.0025, blocked disc 2.082
depth integral vs perfect square, 2.4 V: 0.92 %
half donors/all acceptors, root S at 2.4 V: 0.8622
lowest-subband share at 1.6 V: 0.000; alpha, all screen: 5.439e+03 V s/C
local energy/kT: 0.656 at 0.8 V, 0.431 at 2.4 V
local density change/n: 0.550 at 0.8 V, 0.189 at 2.4 V
drain bias/(Qi/Cox) at 0.8 V: 0.145
access resistance 600 ohm: Id/gm stretch 1.396 at 2.4 V
added oxide thickness: channel 7.9 %, gate depletion 6.7 %
oxide field at 2.4 V: 4.66 MV/cm
gate tunnel current, large gate: 9.8e-19 A; shot/trap noise 3.9e-13
thermal/trap noise power at 10 Hz, 2.4 V: 6.84e+00
active traps per decade: small 0.064, large 50.9
```
